# A missing parent ion does not prove thermal decomposition

## The argument under review

A volatile precursor is passed through a heated line into a mass spectrometer and ionised by electron impact. The spectrum contains fragment ions but no ion with the mass of the whole molecule. The argument then runs: "Had the precursor arrived intact, its parent ion would have been seen. It was not seen. The precursor therefore decomposed in the heated line."

The observation may be sound, and so may the conclusion. The weak point is the first sentence, which assumes that an intact neutral molecule gives an ion that stays intact until it is detected. The instrument does not weigh the neutral molecule. It weighs what is left of the ion after a flight of, say, a microsecond. Two questions must therefore be kept apart: did the neutral survive the heating, and did the ion survive the ionisation?

## What the parent signal measures

Let $x$ be the fraction of precursor molecules that decompose before ionisation, and let $S$ be the fraction of newly formed parent ions that survive until mass analysis. If $N_0$ is the number of parent ions that would be formed from wholly undecomposed gas, the expected number detected is

$$
N_P=N_0(1-x)S. \tag{1}
$$

Detector efficiency can be absorbed into $N_0$. The signal vanishes if $x=1$, but also if $S=0$, whatever the value of $x$. One missing peak cannot determine two unknown factors.

The strength of the evidence can be stated as well. Suppose that counts follow Poisson statistics and that there is no background. For intact gas, $x=0$, the probability of recording no parent ion is $e^{-N_0S}$. For completely decomposed gas, $x=1$, it is 1. The observation therefore favours decomposition over intact gas by the factor

$$
\frac{P(\text{no parent}\mid x=1)}{P(\text{no parent}\mid x=0)}
=\frac{1}{e^{-N_0S}}=e^{N_0S}. \tag{2}
$$

If $N_0S\gg1$, the missing peak is strong evidence of decomposition. If $N_0S\ll1$, the factor is close to 1 and the missing peak says almost nothing. The argument under review needs the first regime but has not shown that it applies.

Equation (1) also warns against the reverse error. A peak that truly belongs to the parent ion shows that $x<1$. It does not show that $x=0$. At unit mass resolution a peak at the parent's nominal mass may not be the parent at all: for silane, $\mathrm{^{29}SiH_3^+}$ and $\mathrm{^{30}SiH_2^+}$ also fall at mass 32, and their share must be subtracted or resolved, which needs a resolving power near 4000.

## Can an intact molecule give an ion that breaks at once?

Ionisation is fast compared with nuclear motion, so the ion is born with nearly the geometry of the neutral molecule. The vertical ionisation energy is

$$
I_v=E(\mathrm M^+\text{ at the geometry of M})-E(\mathrm M). \tag{3}
$$

For a fragment ion $\mathrm F^+$ and a neutral partner N, the limiting appearance energy from intact gas is

$$
A=E(\mathrm F^+)+E(\mathrm N)-E(\mathrm M). \tag{4}
$$

Subtracting (4) from (3) cancels $E(\mathrm M)$ and leaves the energy of the vertical ion above the separated fragments:

$$
I_v-A=E(\mathrm M^+\text{ at the geometry of M})-E(\mathrm F^+)-E(\mathrm N). \tag{5}
$$

If this is positive, the ion has enough energy to dissociate. The energy of the incident electron does not appear in (5), because the outgoing electrons can carry away what the ion does not keep.

Silane, $\mathrm{SiH_4}$, a precursor for silicon deposition, provides a real case. The energies below were computed with second-order perturbation theory (MP2) in the cc-pVDZ basis, with the core electrons left uncorrelated. Geometries of the neutral molecules and separated fragments were relaxed at the Hartree–Fock/6-31G* level. Zero-point energies are omitted. For the vertical ion,

$$
I_v=-290.895389-(-291.359110)=0.463721\ \text{hartree},
$$

or 12.62 eV. For loss of molecular hydrogen,

$$
\begin{aligned}
A(\mathrm{SiH_2^+})&=-289.789302-1.154787+291.359110\\
&=0.415021\ \text{hartree},
\end{aligned}
$$

or 11.29 eV. For loss of a hydrogen atom,

$$
\begin{aligned}
A(\mathrm{SiH_3^+})&=-290.430064-0.499278+291.359110\\
&=0.429768\ \text{hartree},
\end{aligned}
$$

or 11.69 eV. From the unrounded energies, the vertical ion lies 1.33 eV above $\mathrm{SiH_2^+}+\mathrm{H_2}$ and 0.92 eV above $\mathrm{SiH_3^+}+\mathrm H$. Both channels are open in energy. At the tetrahedral geometry the ion is triply degenerate, and the unrestricted MP2 energy depends on how the hole is oriented. The value used here, with the hole along one Si–H bond, is the lowest of three orientations tried; the others lie 0.07 and 0.18 eV higher, which would widen both margins.

The smaller margin deserves a second level of theory. In the same basis and at the same geometries, equation-of-motion coupled cluster gives $I_v=12.68$ eV, and CCSD(T) places the hydrogen-atom limit at 11.89 eV. The margin becomes 0.79 eV. It is smaller than the MP2 value but has the same sign. Neither level removes the errors of the small basis or of the missing zero-point energy. In the larger cc-pVTZ basis, MP2 gives $I_v=12.78$ eV and appearance energies of 11.51 and 11.96 eV, so the margins shrink to 1.26 and 0.82 eV. The fragments have fewer vibrations than the parent, and scaled Hartree–Fock/6-31G* frequencies lower both appearance energies by about 0.23 eV. The values quoted here are therefore good to a few tenths of an eV, not to the digits shown.

## Is there a barrier in the way?

Sufficient energy is not yet a mechanism, since a barrier could hold the ion together. To examine this, one Si–H bond of the ion was stretched from its neutral length. The other three hydrogens were moved at the same time from their tetrahedral positions towards those of planar $\mathrm{SiH_3^+}$, reaching them once the stretch was 1 Å. The MP2 energies relative to the vertical ion are:

| Si–H distance / Å | Energy / eV |
|---:|---:|
| 1.475 | 0.00 |
| 1.700 | −0.79 |
| 2.000 | −1.13 |
| 2.500 | −1.12 |
| 3.500 | −0.96 |

The separated limit is at −0.92 eV. The energy first falls and then rises slightly as the hydrogen atom leaves a shallow attractive region, but every sampled point beyond the first lies well below the starting energy. No barrier above the vertical ion appears on this path. It need not be the path of lowest energy: one accessible route is enough to show that dissociation is not blocked.

## A bound ion can exist and still be missed

It would be wrong to conclude that $\mathrm{SiH_4^+}$ has no bound form. A small scan placed a rigid $\mathrm{H_2}$ molecule near a rigid $\mathrm{SiH_2^+}$ ion. The lowest scanned point has the centre of $\mathrm{H_2}$ 1.9 Å from silicon, directly above the plane of $\mathrm{SiH_2^+}$, and lies 0.525 eV below the separated fragments. At 1.8 Å the depth is smaller, 0.50 eV, so this point is close to the minimum for rigid fragments. The fragments were not allowed to relax, and relaxation would deepen the well.

The complex lies 10.77 eV above neutral silane, while vertical ionisation requires 12.62 eV. The ion is therefore formed 1.85 eV above the lowest scanned point, while the separated fragments lie only about 0.5 eV above it. A stable structure exists, but the vertical ion has too much energy to be confined to it.

When the rigid $\mathrm{H_2}$ is drawn away to 2.2, 2.6, 3.2 and 4.5 Å, the energy relative to the separated limit is −0.44, −0.25, −0.10 and −0.02 eV. None of these points lies above the limit, so on this rigid path the critical energy for leaving the complex is the scanned depth, $E_0=0.525$ eV.

## How long does the ion last?

An ion with more energy than the dissociation limit may still live for some time, because the energy must first collect in the motion that breaks it. A simple statistical model gives the scale. Assume that the energy spreads over $s$ classical harmonic oscillators and that dissociation requires one chosen oscillator to hold at least $E_0$ of the total energy $E$.

For a classical oscillator of angular frequency $\omega$, the phase-space area with energy below $\varepsilon$ is $2\pi\varepsilon/\omega$. Equal intervals of $\varepsilon$ therefore have equal weight. With energy $\varepsilon$ in the chosen oscillator, the other $s-1$ share $E-\varepsilon$, and their number of arrangements is proportional to $(E-\varepsilon)^{s-2}/(s-2)!$. For all $s$ oscillators together the corresponding factor is $E^{s-1}/(s-1)!$. The ratio is the probability density

$$
p(\varepsilon)=\frac{(s-1)(E-\varepsilon)^{s-2}}{E^{s-1}}. \tag{6}
$$

Integration from $E_0$ to $E$ gives

$$
\begin{aligned}
P(\varepsilon\ge E_0)
&=\frac{1}{E^{s-1}}\Bigl[-(E-\varepsilon)^{s-1}\Bigr]_{E_0}^{E}\\
&=\left(1-\frac{E_0}{E}\right)^{s-1}. \tag{7}
\end{aligned}
$$

If the ion tries to dissociate $\nu$ times per unit time, its rate constant is

$$
k=\nu\left(1-\frac{E_0}{E}\right)^{s-1}. \tag{8}
$$

The number of surviving ions obeys $dN/dt=-kN$, so after a flight time $\tau$ the surviving fraction is $S=e^{-k\tau}$. For ions formed with a range of energies, $S$ is the average of this exponential over that range.

Silane has five atoms and hence $s=3\times5-6=9$ vibrations. Take the round values $\nu=10^{13}\ \mathrm{s^{-1}}$ and $\tau=1\ \mu\mathrm s$. Then

$$
\left(1-\frac{0.525}{1.850}\right)^8=0.069,
\qquad k=6.9\times10^{11}\ \mathrm{s^{-1}}.
$$

The mean lifetime is $1/k=1.4$ ps, and $k\tau=6.9\times10^5$. In this model practically no ion formed at the vertical energy reaches the detector whole. The classical count and the chosen $\nu$ make the rate an order-of-magnitude estimate at best, but it would have to be too high by nearly six powers of ten before the lifetime matched the flight time.

The uncertain well depth matters less than it may seem. Deepening the well by 1 eV raises both $E$ and $E_0$ by 1 eV and leaves their difference, 1.325 eV, unchanged. The lifetime becomes 46 ps, still far below a microsecond. To find the critical energy that would make the lifetime equal to the flight time, set $k\tau=1$ in (8). With the excess $\Delta=E-E_0$ held fixed,

$$
\nu\tau\left(\frac{\Delta}{\Delta+E_0}\right)^{s-1}=1
\quad\Rightarrow\quad
E_0=\Delta\left[(\nu\tau)^{1/(s-1)}-1\right]. \tag{9}
$$

For $\Delta=1.325$ eV this is 8.6 eV, about sixteen times the scanned depth.

The estimate assumes that the ion explores the region of the complex before it breaks. The path from the vertical geometry into that region was not followed, and the ion may instead lose a hydrogen atom without entering it, as the table above suggests. The hydrogen-atom channel gives a second case. Measured from the same well, its limit is at $1.850-0.924=0.926$ eV. Using this as $E_0$ in (8) gives a probability of about 0.004 and a lifetime of about 26 ps. The conclusion does not depend on the hydrogen-molecule channel alone.

## When the parent should survive

The result is a possibility, not a rule for all precursors. A parent ion can last if it has too little energy to dissociate, or if it is large enough to hold its excess energy for a long time. Below $E_0$, dissociation is closed in this classical model. Equation (8) also makes $k$ fall smoothly to zero as $E$ approaches $E_0$ from above, but this comes from classical counting. A real ion has discrete energy levels, and a small one such as $\mathrm{SiH_4^+}$ can still break quickly just above the limit. Some silane ions formed in the low-energy tail of the ionisation band may therefore survive and give a weak parent peak. The width of that band was not computed, so the calculation does not predict the height of such a peak.

Size also matters. If $E$ and $E_0$ are kept at the silane values but the number of oscillators is changed, the classical condition $k\tau=1$ gives

$$
s=1+\frac{\ln(\nu\tau)}{-\ln(1-E_0/E)}
=1+\frac{16.1}{0.334}\approx49. \tag{10}
$$

This number shows the trend and should not be read as the size of a real molecule. Shared among 49 oscillators, 1.85 eV is only 0.04 eV each, while one quantum of a vibration at 1000 cm$^{-1}$ is 0.12 eV. Classical counting then fails: it spreads the energy more thinly than whole quanta allow, and the number of vibrations actually needed can be many times larger. The trend itself remains. A larger molecule can hold the same excess energy for longer, because the energy is less likely to collect in one motion. An open dissociation channel does not by itself imply prompt loss of the parent.

Water illustrates the opposite energy balance. At the same MP2 level its vertical ionisation energy is 12.16 eV, while $\mathrm{OH^+}+\mathrm H$ requires 17.36 eV. The vertical ion is 5.20 eV short of this limit and cannot dissociate through it. These values are not converged with basis: cc-pVTZ gives 12.7 and 18.25 eV, a shortfall of 5.5 eV, with the same sign. Other channels and excited states of the ion were not examined, so this does not exclude all fragmentation under electron impact. It does show that the criterion can come out either way.

## What evidence would separate the two explanations?

The same fragment ion can be made by two routes. Intact silane can be ionised and then lose $\mathrm{H_2}$. Alternatively, heating can first produce neutral silylene, $\mathrm{SiH_2}$, which is then ionised. Both give $\mathrm{SiH_2^+}$, but they need different electron energies. For the second route the lower limit is the adiabatic ionisation energy

$$
I(\mathrm{SiH_2})=E(\mathrm{SiH_2^+})-E(\mathrm{SiH_2}).
$$

Subtracting it from the appearance energy for intact silane cancels the energy of the common ion:

$$
A(\mathrm{SiH_2^+})-I(\mathrm{SiH_2})
=E(\mathrm{SiH_2})+E(\mathrm{H_2})-E(\mathrm{SiH_4}). \tag{11}
$$

The gap is the energy of the neutral reaction $\mathrm{SiH_4}\to\mathrm{SiH_2}+\mathrm{H_2}$. In the thermal route the heater has already supplied this energy; in the other, the electron impact must supply it.

At the MP2 level the two onsets are 8.63 eV and 11.29 eV, a gap of 2.66 eV. Vertical ionisation of silylene needs 9.04 eV, which is also well below the intact-silane onset. An electron energy near the midpoint, 9.96 eV, can therefore ionise silylene but is 1.33 eV too low to make $\mathrm{SiH_2^+}$ from cold silane. A signal there supports decomposition in the heated line, provided that silylene is not being made at the hot filament of the ion source. The numbers locate the window only roughly. In cc-pVTZ the onsets move to 8.80 and 11.51 eV, the vertical value to 9.21 eV and the midpoint to 10.16 eV. Zero-point energy narrows the gap by about 0.25 eV, so that half the gap is nearer 1.2 eV than 1.33 eV.

Hot silane brings some energy of its own and blurs the onset. The mean energy of a harmonic oscillator above its zero-point level is $\hbar\omega/(e^{\hbar\omega/k_BT}-1)$. Since $e^y-1\ge y$ for $y\ge0$, this is at most $k_BT$. Nine vibrations and three classical rotations thus hold on average no more than

$$
\left(9+\tfrac32\right)k_BT=10.5\,k_BT. \tag{12}
$$

At 600 K this is 0.54 eV and at 1000 K it is 0.90 eV, both less than the 1.33 eV that cold silane lacks at the midpoint energy. The higher temperature is the more relevant one for silane: at 600 K the 2.66 eV of the neutral reaction is about 51 $k_BT$, and decomposition in the gas is very slow. The bound limits the mean and not the energy of each molecule, so a weak signal from the hot tail must still be considered. The spread in electron energy must also be small compared with the gap.

The test is not symmetrical. Silylene may react or stick to a wall before it reaches the ion source, so a missing low-energy signal does not prove that the precursor stayed intact. Nor does a change in the fragment pattern on heating prove decomposition, because a hotter intact molecule can pass more internal energy to its ion.

## What the author may conclude

The missing parent peak is compatible with thermal decomposition, with fragmentation after ionisation, and with a mixture of the two. To use it as evidence of decomposition, the author must show that intact precursor would have given a detectable parent ion under the same ionisation conditions and at the same gas temperature, so that $N_0S\gg1$ in (2). A spectrum of gas known to be intact can supply this reference only if that gas is at least as hot when it is ionised. A hotter molecule passes more internal energy to its ion, so a parent peak seen from cold gas may vanish on heating without any decomposition of the neutral. If the parent is missing from the reference too, its absence from the heated sample cannot decide the matter, and the case must rest on other evidence, such as fragment onsets or independently detected neutral products.
